\section*{The Secondary Coulomb Hole of Helium at Large Electron Separation}

\section*{What is being compared}

\textbf{Q.} Electrons repel, and Hartree--Fock theory does not let them avoid each other properly. Correlation corrects this, so it must push them apart. In helium I therefore expect fewer pairs at short distance and more pairs at every longer distance. What could be wrong with that?

\textbf{A.} The first half is right. The words ``every longer distance'' need a calculation. Hartree--Fock theory already contains the repulsion, as an average: each electron moves in the mean field of the other. Correlation is what changes when that average is replaced by the actual repulsion, and this change need not be an outward shift at all distances.

Let us fix the comparison. I use Rydberg units, with lengths in bohr and energies in Ry, and a fixed point nucleus without relativity:
\begin{equation}
H=-\nabla_1^2-\nabla_2^2-\frac{4}{r_1}-\frac{4}{r_2}+\frac{2}{u},\qquad u=|\mathbf r_1-\mathbf r_2|.
\end{equation}
The ground state is a spin singlet with a real, symmetric spatial function $\psi(r_1,r_2,u)$. Hartree--Fock theory replaces it by $\phi(r_1)\phi(r_2)$, with the best single orbital $\phi$.

We need the probability density $D(u)$ of the distance $u$. The directions of $\mathbf r_1$ give $4\pi r_1^2dr_1$. Relative to $\mathbf r_1$, the second electron has the volume element $2\pi r_2^2\sin\theta\,d\theta\,dr_2$. At fixed $r_1,r_2$, differentiating $u^2=r_1^2+r_2^2-2r_1r_2\cos\theta$ gives $u\,du=r_1r_2\sin\theta\,d\theta$. The full volume element is therefore $8\pi^2r_1r_2u\,dr_1dr_2du$, and
\begin{equation}
D(u)=8\pi^2u\iint r_1r_2\,|\psi|^2\,dr_1dr_2 ,
\label{D}
\end{equation}
over all $r_1,r_2$ that form a triangle with $u$. The Coulomb hole is
\begin{equation}
\Delta(u)=D_{\rm exact}(u)-D_{\rm HF}(u).
\end{equation}

\textbf{Q.} Both densities are normalized, so $\int_0^\infty\Delta\,du=0$. What is lost at short distance must reappear farther out. Doesn't that prove my point?

\textbf{A.} It proves that $\Delta$ is positive somewhere. It does not say that $\Delta$ changes sign just once. A positive region at middle distances can be filled from both sides.

\textbf{Q.} But the electron cusp tells us how correlation acts.

\textbf{A.} It tells us how correlation acts near $u=0$. With the centre $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$ and $\mathbf u=\mathbf r_1-\mathbf r_2$, we have $\nabla_1=\tfrac12\nabla_R+\nabla_u$ and $\nabla_2=\tfrac12\nabla_R-\nabla_u$. The cross terms cancel in the sum of squares, so
\begin{equation}
-\nabla_1^2-\nabla_2^2=-\tfrac12\nabla_R^2-2\nabla_u^2 .
\end{equation}
Exchange symmetry forbids a term linear in the vector $\mathbf u$, so close to contact $\psi\approx\psi_0(1+cu)$. Since $\nabla_u^2u=2/u$, the terms in $H\psi$ that diverge are $(-4c+2)\psi_0/u$. They must cancel, hence $c=\tfrac12$ and $|\psi|^2\approx\psi_0^2(1+u)$.

Let $h(u)=D(u)/(4\pi u^2)$ be the density per unit volume of $\mathbf u$. The result is $h'(0)=h(0)$ for the exact state. In Hartree--Fock theory, with $n_{\rm H}=\phi^2$,
\begin{equation}
h_{\rm HF}(u)=\int n_{\rm H}(\mathbf r)\,n_{\rm H}(\mathbf r+\mathbf u)\,d^3r .
\label{auto}
\end{equation}
Its gradient at $\mathbf u=0$ is $\int n_{\rm H}\nabla n_{\rm H}\,d^3r=\tfrac12\int\nabla n_{\rm H}^2\,d^3r=0$, so there is no cusp. This local condition belongs to the primary hole. It carries no information about pairs several bohr apart.

\section*{The calculated hole}

\textbf{Q.} Then what does helium do at those distances?

\textbf{A.} I computed both states. The orbital was expanded in 24 Laguerre functions and iterated to self-consistency. The correlated function was obtained variationally as $e^{-1.8(r_1+r_2)}$ times polynomials in
\begin{equation}
x=r_2+u-r_1,\quad y=r_1+u-r_2,\quad z=r_1+r_2-u ,
\end{equation}
up to total degree 13, made symmetric under $x\leftrightarrow y$, which is the exchange of the two electrons ($z$ is unchanged by it). The distance $u$ thus enters the function explicitly. I call this result ``exact'' below, meaning a converged solution of the stated Hamiltonian. The energies are
\begin{equation}
E=-5.807449\ {\rm Ry},\qquad E_{\rm HF}=-5.723360\ {\rm Ry}.
\end{equation}
Evaluating \eqref{D} by quadrature for both functions gives these features:

\begin{center}
\begin{tabular}{lcc}
Feature of $\Delta$ & $u$ (bohr) & $\Delta$ (bohr$^{-1}$)\\
\hline
primary minimum & 0.526 & $-0.0759$\\
first zero & 1.075 & 0\\
maximum & 1.632 & $+0.0418$\\
second zero & 3.58 & 0\\
secondary minimum & 4.09 & $-0.00048$
\end{tabular}
\end{center}

The zeros lie at 57 pm and 190 pm. On a scan in steps of 0.1 bohr from 0.1 to 9 bohr there are two sign changes. Beyond the second, $\Delta$ is negative again: the correlated atom has fewer very distant pairs than the Hartree--Fock atom.

\textbf{Q.} That second dip is tiny. Could it be numerical error?

\textbf{A.} Raising the polynomial degree from 10 to 13 changes $D_{\rm exact}$ at the secondary minimum by $1.7\times10^{-6}$ bohr$^{-1}$. This is about $0.4\%$ of the depth, $4.8\times10^{-4}$ bohr$^{-1}$. The dip is small because few pairs are that far apart at all. There $D_{\rm HF}=6.88\times10^{-3}$ and $D_{\rm exact}=6.40\times10^{-3}$ bohr$^{-1}$, so correlation removes
\begin{equation}
\frac{6.88-6.40}{6.88}\approx 7\%
\end{equation}
of the Hartree--Fock density at that distance.

The areas show the balance. Integrating $\Delta$ over its three regions gives
\begin{equation}
-0.04621+0.04682-0.00061=0 .
\end{equation}
The middle region gains 0.04682 in probability. Of this, 0.04621 balances the loss at short distance and 0.00061 the loss at long distance. The secondary hole has about $1.3\%$ of the area of the primary one.

\textbf{Q.} So does correlation push the electrons apart or pull them together?

\textbf{A.} On average it pushes them apart: the mean distance rises from 1.362 to 1.422 bohr, by $4.4\%$. But the distribution loses weight at both ends. One should not picture individual pairs being moved, since $\Delta$ compares two distributions and does not follow pairs from one to the other. Nor is there an attraction between the electrons. The question is why the mean-field state has too many distant pairs.

\section*{Why the mean field has too many distant pairs}

\textbf{Q.} Yes, why? Repulsion should favour distant pairs.

\textbf{A.} Ask what the second electron does when the first is far out. In the exact state, expand $\psi$ at large $r_1$ in the states of the ion that remains. The lowest is the ground state of He$^+$, with density
\begin{equation}
\rho_+(r)=\frac{8}{\pi}e^{-4r}.
\end{equation}
Excited ionic states are mixed in by the field of the distant electron. Its dipole part falls as $1/r_1^2$, so I neglect this polarization at leading order. Let $n(r_1)=\int|\psi|^2d^3r_2$ be the exact one-electron density, normalized to one. Then
\begin{equation}
|\psi|^2\approx n(r_1)\,\rho_+(r_2)\qquad(r_1\text{ large}).
\label{ion}
\end{equation}
Either electron can be the distant one, which gives a factor 2:
\begin{equation}
h_{\rm exact}(u)\approx2\int\rho_+(\mathbf r)\,n(|\mathbf r+\mathbf u|)\,d^3r .
\label{hion}
\end{equation}
In the Hartree--Fock state the density is $n_{\rm H}(r_1)n_{\rm H}(r_2)$ wherever electron 1 is. The inner electron keeps an orbital shaped by the screening of a partner that has left. That orbital is more diffuse than the ionic one.

\textbf{Q.} I see that the inner electron contracts. Why should that reduce the number of pairs at a given large $u$?

\textbf{A.} Because a large separation is cheapest when the nucleus lies between the electrons. Put it on the line joining them, at distance $r$ from one and $u-r$ from the other. Let the one-electron densities decay as $e^{-2\kappa r}$ in the exact state and $e^{-2\kappa_{\rm H}r}$ in Hartree--Fock theory, leaving powers of $r$ aside. The two weights are
\begin{align}
\text{exact:}\quad & e^{-4r}e^{-2\kappa(u-r)}=e^{-2\kappa u}\,e^{-(4-2\kappa)r},\\
\text{HF:}\quad & e^{-2\kappa_{\rm H}r}e^{-2\kappa_{\rm H}(u-r)}=e^{-2\kappa_{\rm H}u}.
\end{align}
For helium $\kappa=1.344$ bohr$^{-1}$, so $4-2\kappa=1.31$ bohr$^{-1}$ and the exact weight falls as the inner electron moves out. In this exponential estimate the Hartree--Fock weight does not depend on $r$. With the full orbital it also falls as the inner electron moves out, but more slowly than the exact weight. The mean field thus admits pairs in which both electrons are well away from the nucleus, on opposite sides, and it counts too many of them.

\textbf{Q.} Can you see this in the computed functions, without the tail formulas?

\textbf{A.} Take $u=5$ bohr and sort the pairs by the smaller nuclear distance $r$. For $r<u/2$ the other distance $r'$ runs from $u-r$ to $u+r$. From \eqref{D}, with a factor 2 for the choice of inner electron, the weight is
\begin{equation}
W(r)=16\pi^2u\,r\int_{u-r}^{u+r}r'\,|\psi(r,r',u)|^2\,dr' .
\end{equation}
Quadrature with both functions gives the ratio:

\begin{center}
\begin{tabular}{lccccc}
$r$ (bohr) & 0.2 & 0.5 & 1.0 & 1.5 & 2.0\\
\hline
$W_{\rm exact}/W_{\rm HF}$ & 1.51 & 1.38 & 1.06 & 0.77 & 0.58
\end{tabular}
\end{center}

The exact state has more pairs with one electron close to the nucleus and fewer with both far from it. The second effect wins in the total: $D_{\rm exact}/D_{\rm HF}=0.80$ at 5 bohr. At 7 bohr the ratio is 0.57.

\textbf{Q.} Does the ionic picture reproduce those totals?

\textbf{A.} It reproduces the deficit, with an error. I evaluated \eqref{hion} by quadrature with the computed $n$. The ratio of exact to ionic values is 1.07 at 5 bohr and 1.09 at 7 bohr. Dividing the two sets of ratios gives
\begin{equation}
\frac{D_{\rm ion}}{D_{\rm HF}}=\frac{0.803}{1.066}=0.75,\qquad
\frac{0.574}{1.094}=0.52
\end{equation}
at these distances (the last digit of 1.094 depends on the basis, by about 0.001 to 0.002; the quotient 0.52 does not change). The contracted ion by itself therefore yields fewer distant pairs than the mean field.

The error does not shrink between 5 and 7 bohr. It peaks near 6 to 7 bohr, and the ratio falls to 1.07 at 9 bohr. The small value at 5 bohr is partly a cancellation: \eqref{hion} integrates over all $\mathbf r$ and so includes configurations in which the ionic electron is the farther one, where \eqref{ion} does not apply. If the integral is restricted to configurations with the ionic electron nearer the nucleus, the ratios are 1.18, 1.13 and 1.08 at 5, 7 and 9 bohr and fall steadily. The neglected polarization has the right sign: the distant electron pushes the inner one to the opposite side of the nucleus, which favours large $u$. Adding the first-order static dipole polarization of He$^+$ to the restricted integral lowers these ratios to 1.08, 1.07 and 1.04, so it accounts for about half of the error. The remainder is not assigned here.

\textbf{Q.} The Hartree--Fock density differs from the exact one. Perhaps your secondary hole merely reflects that difference.

\textbf{A.} Remove the difference by comparing with an uncorrelated pair that has the exact density, $n(r_1)n(r_2)$. Its distance distribution follows from \eqref{auto} with $n$ in place of $n_{\rm H}$. The exact $D$ is 0.75 times this reference at 5 bohr and 0.52 times at 7 bohr. Both ratios are below the 0.80 and 0.57 found against Hartree--Fock theory. At these distances the deficit becomes larger when the densities are made equal, so the change of density partly hides it.

\section*{How far the secondary hole extends}

\textbf{Q.} Then $\Delta$ stays negative all the way out?

\textbf{A.} Against Hartree--Fock theory it does not. The reason lies in the decay constants. In the exact state, a distant electron sees the nucleus and one inner electron, hence the potential $-4/r+2/r=-2/r$. The energy left for it is $E-E_+$, where $E_+=-4$ Ry is the energy of He$^+$. Write its amplitude as $f(r)/r$ and $E-E_+=-\kappa^2$:
\begin{equation}
-f''-\frac2r f=-\kappa^2f .
\end{equation}
Try $f=r^pe^{-\kappa r}$, for which
\begin{equation}
f''=\left[\kappa^2-\frac{2\kappa p}{r}+\frac{p(p-1)}{r^2}\right]f .
\end{equation}
The constants agree, and the $1/r$ terms require $2\kappa p=2$, so $p=1/\kappa$. Dividing by $r$ and squaring,
\begin{equation}
n(r)\propto r^{2\beta}e^{-2\kappa r},\qquad \beta=\frac1\kappa-1 .
\label{tail}
\end{equation}
The Hartree--Fock orbital sees the same $-2/r$ far out, but with its orbital energy $\varepsilon=-\kappa_{\rm H}^2$. Its density has the form \eqref{tail} with $\kappa_{\rm H}$ and $\beta_{\rm H}=1/\kappa_{\rm H}-1$. The computed energies give
\begin{align}
\kappa^2&=-4+5.80745=1.80745, & \kappa&=1.3444,\\
\kappa_{\rm H}^2&=-\varepsilon=1.83591, & \kappa_{\rm H}&=1.3550 .
\end{align}
The exact density decays slightly more slowly.

\textbf{Q.} So the exact pair density should win at large $u$, and there should be no secondary hole.

\textbf{A.} The exponential does win in the end, but the powers of $u$ act first. In \eqref{hion} the inner electron stays near the nucleus, where $|\mathbf r+\mathbf u|\approx u+r\cos\theta$. Hence $n(|\mathbf r+\mathbf u|)\approx n(u)e^{-2\kappa r\cos\theta}$. The integral over $\mathbf r$ converges because $4>2\kappa$, and it leaves a constant:
\begin{equation}
h_{\rm exact}(u)\propto u^{2\beta}e^{-2\kappa u}.
\label{hex}
\end{equation}

For Hartree--Fock theory, divide \eqref{D} by $4\pi u^2$ and set $s=r_1+r_2$, $t=r_1-r_2$, so that $dr_1dr_2=\tfrac12ds\,dt$:
\begin{equation}
h_{\rm HF}(u)=\frac{\pi}{u}\int_u^\infty\!ds\int_{-u}^{u}\!dt\;r_1r_2\,n_{\rm H}(r_1)n_{\rm H}(r_2).
\end{equation}
With the tail form, the integrand is proportional to $(r_1r_2)^{1+2\beta_{\rm H}}e^{-2\kappa_{\rm H}s}$. The exponential confines $s$ to values near $u$, and the $s$ integral gives $e^{-2\kappa_{\rm H}u}/(2\kappa_{\rm H})$. There $r_1r_2=(s^2-t^2)/4\approx(u^2-t^2)/4$. Setting $t=u\eta$,
\begin{align}
h_{\rm HF}(u)&\propto\frac{e^{-2\kappa_{\rm H}u}}{u}\;u\left(\frac{u^2}{4}\right)^{1+2\beta_{\rm H}}\int_{-1}^{1}(1-\eta^2)^{1+2\beta_{\rm H}}d\eta\nonumber\\
&\propto u^{2+4\beta_{\rm H}}e^{-2\kappa_{\rm H}u}.
\label{hhf}
\end{align}
Near the ends of the $t$ range one electron is close to the nucleus and the tail form fails. Those ends contribute a term of order $u^{2\beta_{\rm H}}e^{-2\kappa_{\rm H}u}$, which has a lower power since $2+2\beta_{\rm H}>0$. The larger power in \eqref{hhf} comes from the whole segment between the electrons, as in the flat weight found before.

\textbf{Q.} What do the numbers say about the competition?

\textbf{A.} The powers are $2\beta=-0.512$ and $2+4\beta_{\rm H}=0.952$. With $2(\kappa_{\rm H}-\kappa)=0.0211$ bohr$^{-1}$,
\begin{equation}
\frac{h_{\rm exact}}{h_{\rm HF}}\propto u^{-1.464}\,e^{0.0211u}.
\end{equation}
The logarithmic derivative, $-1.464/u+0.0211$, vanishes at $u\approx69$ bohr. To leading order the ratio falls up to that distance and then rises.

To locate the return to one, the prefactors are needed. I continued the computed densities by the decaying solutions in the potential $-2/r$, joined at 7 bohr for the exact density and at 8 bohr for Hartree--Fock theory. I then integrated \eqref{hion} and \eqref{auto} numerically. The curves cross near $u=280$ bohr. This is an estimate: an error of $10\%$ in the relative prefactor moves it by about
\begin{equation}
\frac{0.10}{0.0211-1.464/283}\approx6\ \text{bohr}.
\end{equation}
Beyond the crossing $\Delta$ is positive again, but $D$ there is below $10^{-300}$ bohr$^{-1}$. The reversal matters for the mathematical limit and has no visible weight in the atom.

\textbf{Q.} And with the equal-density reference?

\textbf{A.} Then both decay constants equal $\kappa$, and the exponentials cancel. By the same steps, the reference divided by the exact function grows as
\begin{equation}
\frac{u^{2+4\beta}}{u^{2\beta}}=u^{2+2\beta}=u^{1.49}.
\end{equation}
Nothing reverses this growth, so the far hole persists in the limit $u\to\infty$.

\textbf{Q.} Then I must give up the positive tail. Correlation reduces close encounters, and it also ties the inner electron more tightly to the nucleus when the other one is far away.

\textbf{A.} Yes, and the second effect lowers the number of very distant pairs. For helium against Hartree--Fock theory, the signs are negative, positive, negative over the distances where the pair density is appreciable.
